# Amplitude lifetime and linewidth of a damped 10 GHz magnet

## Question

A wide, thin metallic film has saturation magnetization $M$ and is magnetized uniformly along its normal, the $z$ axis, by an applied field $B_a$ (in tesla). The unit vector $\mathbf m$ along the magnetization obeys the Landau-Lifshitz-Gilbert equation

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\dot{\mathbf m},\qquad \mathbf B=(B_a-\mu_0M\,m_z)\,\hat{\mathbf z}.$$

Here $\gamma>0$, and the term in $\mu_0M$ is the demagnetizing field. The damping $\alpha$ includes every loss process that acts in Gilbert form.

Data: precession frequency $f=10$ GHz, $\alpha=0.005$, $\mu_0M=1$ T and $\gamma=176.09$ rad/(ns T), the free-electron value. The film is 10 nm thick with resistivity 30 μΩ cm, and its temperature is 300 K.

**(a)** For small precession about $+z$, find how the transverse amplitude depends on time. Express its $1/e$ lifetime $\tau$ through $\alpha$ and the actual precession frequency.

**(b)** Evaluate $\tau$ and the number of turns made in that time. Find also the lifetime of the energy.

**(c)** A weak rotating field of fixed amplitude drives the film. Find the full width at half maximum of the absorbed power, first against frequency and then against applied field.

**(d)** Find the leading correction to the $1/e$ time when the initial cone angle is not very small. Evaluate it for 5°.

**(e)** The same film is now magnetized in its plane, with the applied field reset to give 10 GHz again. Find the new amplitude lifetime.

**(f)** Back in the normal geometry, the local field varies slowly across the film with a Gaussian standard deviation $\sigma=1$ mT. Find the $1/e$ time of the averaged signal.

**(g)** Estimate the damping due to eddy currents, and the thermal angle of a 10 μm square region moving as one magnet. Discuss what the results mean for a real film.

## Model answers

### (a) Free decay

For a small cone angle, $m_z=1$ up to terms of second order in $m_x$ and $m_y$. The field is then constant to first order:

$$B_0=B_a-\mu_0M,\qquad \omega_0=\gamma B_0.$$

The first term of the equation of motion has components

$$-\gamma\,\mathbf m\times B_0\hat{\mathbf z}=(-\omega_0m_y,\ \omega_0m_x,\ 0).$$

In the damping term, $\dot{\mathbf m}$ is already of first order, so the $\mathbf m$ in front of it may be replaced by $\hat{\mathbf z}$:

$$\alpha\,\hat{\mathbf z}\times\dot{\mathbf m}=\alpha(-\dot m_y,\ \dot m_x,\ 0).$$

Define $u=m_x+im_y$. Adding $i$ times the $y$ equation to the $x$ equation gives

$$\dot u=i\omega_0u+i\alpha\dot u .$$

Collect the derivatives, then multiply numerator and denominator by $1+i\alpha$:

$$\dot u=\frac{i\omega_0}{1-i\alpha}u=\frac{i\omega_0(1+i\alpha)}{1+\alpha^2}u=\frac{(i-\alpha)\,\omega_0}{1+\alpha^2}u .$$

The imaginary part of the coefficient is the actual angular frequency, and the real part gives the decay:

$$\omega=\frac{\omega_0}{1+\alpha^2},\qquad u(t)=u(0)\,e^{i\omega t}e^{-\alpha\omega t},\qquad \boxed{\frac1\tau=\alpha\omega=2\pi\alpha f}.$$

Within the linear equation this holds for any $\alpha$, provided $\omega$ is the frequency at which the magnet actually turns. In terms of the field, $1/\tau=\alpha\gamma B_0/(1+\alpha^2)$. At fixed field this rate is greatest at $\alpha=1$, since its derivative is proportional to $1-\alpha^2$. Stronger damping slows the turning so much that the return to equilibrium is slower too. For $\alpha=0.005$ the factor $1+\alpha^2$ differs from one by only $2.5\times10^{-5}$.

### (b) Numbers

The frequency is given in cycles per second, so it must be converted to radians:

$$\omega=2\pi\times10\ \text{GHz}=62.83\ \text{rad/ns},$$

$$\frac1\tau=0.005\times62.83=0.3142\ \text{ns}^{-1},\qquad \boxed{\tau=3.18\ \text{ns}\approx3.2\ \text{ns}}.$$

Using $f$ in place of $\omega$ would give 20 ns, too long by a factor of $2\pi$. The number of turns in one lifetime is

$$f\tau=\frac{1}{2\pi\alpha}=31.8,$$

which depends on $\alpha$ alone. After one turn, a fraction $e^{-2\pi\alpha}=0.969$ of the amplitude remains.

For the energy, let $w(m_z)$ be the energy density divided by $M$. It must reproduce the field through $B_z=-dw/dm_z$, so

$$w=-B_am_z+\tfrac12\mu_0M\,m_z^2 .$$

Put $m_z=1-\delta$. The excess over equilibrium is

$$w(1-\delta)-w(1)=B_a\delta-\mu_0M\delta+\tfrac12\mu_0M\delta^2\approx B_0\delta .$$

Since $m_z=\sqrt{1-|u|^2}$, we have $\delta\approx|u|^2/2$, and the excess is $B_0|u|^2/2$. It decays as $e^{-2t/\tau}$, so the energy lifetime is $\tau/2=1.59$ ns. A quoted lifetime must therefore say which quantity it describes.

### (c) Linewidth

Let the driving field satisfy $b_x+ib_y=b\,e^{i\nu t}$ with $b$ real, so that it turns in the sense of the free precession. Its torque is $-\gamma\hat{\mathbf z}\times\mathbf b$ to first order, which adds $-i\gamma b\,e^{i\nu t}$ to the equation for $u$:

$$(1-i\alpha)\dot u=i\omega_0u-i\gamma b\,e^{i\nu t}.$$

Insert the steady solution $u=Ue^{i\nu t}$ and divide by $i$:

$$(1-i\alpha)\nu U=\omega_0U-\gamma b\quad\Rightarrow\quad U=\frac{\gamma b}{\omega_0-\nu+i\alpha\nu}.$$

In a steady cycle the mean absorbed power per unit moment is the mean of $\mathbf b\cdot\dot{\mathbf m}$. Written with complex numbers,

$$P=\mathrm{Re}(b\,i\nu U)=-\nu b\,\mathrm{Im}\,U=\frac{\gamma b^2\alpha\nu^2}{(\omega_0-\nu)^2+\alpha^2\nu^2}
=\frac{\gamma b^2\alpha}{(\omega_0/\nu-1)^2+\alpha^2}.$$

The maximum is at $\nu=\omega_0$. The power is half as large when $\omega_0/\nu=1\pm\alpha$, that is, at $\nu=\omega_0/(1\pm\alpha)$. The distance between these points is $2\alpha\omega_0/(1-\alpha^2)$. To leading order in $\alpha$, division by $2\pi$ gives

$$\Delta f=2\alpha f=\frac{1}{\pi\tau}=100\ \text{MHz}.$$

The angular width $2\pi\Delta f=2/\tau$ is the decay rate of the energy.

If the frequency is held at $\nu=\omega$ and the field is swept, half power occurs at $\gamma B_0-\omega=\pm\alpha\omega$. As $B_a$ and $B_0$ differ by the constant $\mu_0M$, the width in applied field is

$$\Delta B=\frac{2\alpha\omega}{\gamma}=\frac{2\times0.005\times62.83}{176.09}\ \text{T}=3.57\ \text{mT}.$$

### (d) A wider cone

Use the polar angle $\theta$ and azimuth $\phi$ of $\mathbf m$. The velocity has components $\dot\theta$ along $\hat{\boldsymbol\theta}$ and $\dot\phi\sin\theta$ along $\hat{\boldsymbol\phi}$. With $\mathbf m\times\hat{\boldsymbol\theta}=\hat{\boldsymbol\phi}$, $\mathbf m\times\hat{\boldsymbol\phi}=-\hat{\boldsymbol\theta}$ and $\mathbf m\times\hat{\mathbf z}=-\sin\theta\,\hat{\boldsymbol\phi}$, the equation of motion becomes

$$\dot\theta=-\alpha\dot\phi\sin\theta,\qquad \dot\phi\sin\theta=\gamma B_z\sin\theta+\alpha\dot\theta .$$

Substituting the first into the second gives $\dot\phi=\gamma B_z/(1+\alpha^2)$. For $s=\sin\theta=|u|$,

$$\dot s=\cos\theta\,\dot\theta=-\frac{\alpha\gamma B_z}{1+\alpha^2}\,s\cos\theta,\qquad B_z=B_0+\mu_0M(1-\cos\theta).$$

To second order, $\cos\theta=1-s^2/2$. With $\tau$ still denoting the small-angle lifetime,

$$\dot s\approx-\frac s\tau\left(1-\frac{s^2}{2}\right)\left(1+\frac{\mu_0M}{B_0}\frac{s^2}{2}\right)\approx-\frac s\tau(1+\kappa s^2),\qquad \kappa=\frac12\left(\frac{\mu_0M}{B_0}-1\right).$$

The time to fall from $s_0$ to $s_0/e$ is

$$t_{1/e}\approx\tau\int_{s_0/e}^{s_0}\left(\frac1s-\kappa s\right)ds=\tau\left[1-\frac{\kappa s_0^2}{2}(1-e^{-2})\right].$$

For 10 GHz, $B_0=(1+\alpha^2)\omega/\gamma=0.3568$ T, so $\kappa=0.901$. At 5°, $s_0^2=0.0076$ and the correction is $-0.3\%$, giving 3.174 ns. Numerical integration of the full equation of motion gives the same value to these digits. From 20° the integration gives 3.05 ns, about 4% below $\tau$. The frequency is more sensitive than the lifetime: at 5° it is raised by $\gamma\mu_0M(1-\cos\theta)/2\pi=107$ MHz, about the linewidth of part (c). The line shape found there therefore needs a cone angle at resonance well below a few degrees; a drive that reaches 5° makes the resonance fold over and become bistable.

The sign of the correction depends on the ratio $\mu_0M/B_0$. As the cone opens, the demagnetizing field weakens, which raises $B_z$ and so the decay rate of $s$, while the factor $\cos\theta$ lowers that rate. Here $\mu_0M>B_0$, and the first effect is the larger. If $\mu_0M<B_0$, $\kappa$ is negative and the $1/e$ time lengthens.

### (e) Magnetization in the plane

Let $z$ now lie in the plane, along the equilibrium magnetization and the applied field $B$. Let $x$ be the film normal. The demagnetizing field is $-\mu_0Mm_x\hat{\mathbf x}$, and to first order

$$-\gamma\,\mathbf m\times\mathbf B=(-\omega_1m_y,\ \omega_2m_x,\ 0),\qquad \omega_1=\gamma B,\quad \omega_2=\gamma(B+\mu_0M).$$

The motion is elliptical because tilting out of the plane costs more energy than tilting within it. With the damping term from part (a),

$$\dot m_x+\alpha\dot m_y=-\omega_1m_y,\qquad \dot m_y-\alpha\dot m_x=\omega_2m_x .$$

For solutions proportional to $e^{\lambda t}$, the determinant of the two equations must vanish:

$$\lambda^2+(\alpha\lambda+\omega_1)(\alpha\lambda+\omega_2)=0,$$

$$(1+\alpha^2)\lambda^2+\alpha(\omega_1+\omega_2)\lambda+\omega_1\omega_2=0 .$$

For weak damping the roots are complex conjugates. Their real part is minus half the ratio of the second coefficient to the first. To leading order in $\alpha$,

$$\frac1{\tau_\parallel}=\frac{\alpha(\omega_1+\omega_2)}{2}=\alpha\gamma\left(B+\frac{\mu_0M}{2}\right),\qquad \omega=\sqrt{\omega_1\omega_2}.$$

The frequency contains the geometric mean of $\omega_1$ and $\omega_2$, and the decay contains their arithmetic mean. The latter is never smaller, and the two agree for circular motion, $\omega_1=\omega_2$.

For 10 GHz, $B(B+\mu_0M)=(\omega/\gamma)^2$, whose positive root is

$$B=\tfrac12\left[-1+\sqrt{1+4(0.3568)^2}\right]\text{T}=0.1143\ \text{T}.$$

Therefore

$$\frac1{\tau_\parallel}=0.005\times176.09\times0.6143=0.541\ \text{ns}^{-1},\qquad \tau_\parallel=1.85\ \text{ns}.$$

At the same frequency, $\alpha$ and $M$, the decay is 1.72 times faster than for circular precession.

### (f) Spread of local fields

Assume that all regions start in phase and that coupling between them is too weak to lock their phases. In a thin film of thickness $d$ magnetized along its normal, a spin wave of small wavenumber $k$ is shifted up by about $\gamma\mu_0Mkd/4$. This equals $\gamma\sigma$ at a wavelength of about 16 μm here, so the assumption needs the field to vary over much longer distances. A region whose field is higher by $\beta$ gains the extra phase $\gamma\beta t$. The accompanying change in its decay, $\alpha\gamma\beta t$, is smaller by a factor $\alpha$ and is dropped. To average the phase factor over the Gaussian, complete the square:

$$-\frac{\beta^2}{2\sigma^2}+i\gamma\beta t=-\frac{(\beta-i\gamma\sigma^2t)^2}{2\sigma^2}-\frac{(\gamma\sigma t)^2}{2}.$$

The shifted Gaussian has the same integral as the original one, so

$$|\langle u\rangle|=|u(0)|\exp\left[-\frac t\tau-\frac{(\gamma\sigma t)^2}{2}\right].$$

Setting the exponent to $-1$ gives a quadratic equation for $t$. With $g=\gamma\sigma=0.1761$ ns⁻¹, its positive root is

$$t=\frac{-1/\tau+\sqrt{1/\tau^2+2g^2}}{g^2}=2.80\ \text{ns}.$$

The averaged signal fades sooner because the regions drift out of step. To the same approximation, each region still loses its own amplitude with lifetime $\tau$, so reading $\alpha$ from the shortened signal would overestimate it.

### (g) Smaller effects and the real film

**Eddy currents.** At cone angle $\theta$, the rotating in-plane magnetization carries a flux density $\mu_0M\theta$. Faraday's law then gives an electric field of size $E=\omega\mu_0M\theta|\zeta|$ at distance $\zeta$ from the midplane, if the field is odd about that plane. The mean of $\zeta^2$ over thickness $d$ is $d^2/12$, so the mean loss density is $\omega^2(\mu_0M\theta)^2d^2/(12\rho)$. Divide by the stored energy density $MB_0\theta^2/2$ and equate the result to the energy decay rate $2\alpha_e\omega$. With $\omega\approx\gamma B_0$,

$$\alpha_e=\frac{\gamma\mu_0^2Md^2}{12\rho}=6.1\times10^{-6}.$$

This is 0.12% of $\alpha$. It grows as $d^2$ only while the precession stays uniform across the thickness. The non-magnetic skin depth $\delta_0=\sqrt{2\rho/(\mu_0\omega)}$ is 2.8 μm here, but it does not set that limit. At resonance the circular permeability has magnitude $|\mu|\approx\gamma\mu_0M/(\alpha\omega)\approx560$, and without exchange the driving field would decay over $\delta_0/\sqrt{2|\mu|}\approx80$ nm. Exchange keeps the motion uniform somewhat further. With a permalloy-like exchange stiffness of 13 pJ/m the estimate holds to about 300 nm. At 500 nm the eddy part of the resonance linewidth is already about 20% below it, and at 1 μm it is only about a fifth of it.

**Thermal motion.** The energy $MVB_0(m_x^2+m_y^2)/2$ has two quadratic terms, each with mean $k_BT/2$. Hence

$$\theta_{\rm rms}=\sqrt{\frac{2k_BT}{MVB_0}}=0.0098^\circ$$

for $V=10\ \mu\text{m}\times10\ \mu\text{m}\times10\ \text{nm}$. This is the fluctuation of the magnetization averaged over the region. A region this large does not move rigidly, and short spin waves make the local direction fluctuate far more, by a few degrees over a 10 nm cell. For a rigid region the angle varies as $V^{-1/2}$. With the other quantities fixed, a 100 nm square would have about 1°, no longer negligible beside a precession of a few degrees.

**The real case.** The data are rough values for a soft metallic film. The normal geometry needs a large applied field, $B_a=B_0+\mu_0M=1.36$ T. Of the departures evaluated here, in-plane magnetization moves the lifetime most, from 3.18 to 1.85 ns. A 1 mT field spread brings the averaged signal to 2.80 ns. Radiation into the measuring circuit and scattering into non-uniform spin waves have not been estimated. Where they add loss beyond the stated $\alpha$, the lifetime is shorter. The figure of 3.2 ns therefore describes uniform, circular, small-angle precession at 10 GHz with a total damping of 0.005.

Numbers in the example were calculated in double precision.
